Hydrogen-to-deuterium frequency ratio of a silicon-hydrogen oscillator

**The system**

A hydrogen atom in silicon is bonded to one silicon atom and vibrates along the bond. Treat the two atoms as an isolated pair moving on a line, joined by a harmonic spring. The hydrogen is then replaced by deuterium.

Data: atomic masses m_H = 1.007825 u, m_D = 2.01410 u and M = 27.97693 u (silicon-28); spring constant k = 230 N/m. The spring constant is a round value, roughly that of a Si-H stretch. Frequencies are quoted as wavenumbers, ω/(2πc), in cm⁻¹. Below, m stands for either m_H or m_D.

**Part (a)**

Find the angular frequency of the free pair, and the motion of the silicon atom relative to that of the hydrogen.

**Answer (a)**

Let x and X be the displacements of the light atom and of the silicon atom from their equilibrium positions, both positive in the direction from silicon to hydrogen. The bond is stretched by

q = x − X.

A stretched bond pulls the light atom back and the silicon atom forward, so Newton's equations are

m ẍ = −k(x − X)

M Ẍ = +k(x − X).

Divide the first by m and the second by M, then subtract:

ẍ − Ẍ = −k(1/m + 1/M)(x − X).

The left side is the second derivative of q. With the reduced mass μ defined by

1/μ = 1/m + 1/M, so that μ = mM/(m + M),

the equation becomes q̈ = −(k/μ)q. This is simple harmonic motion with

ω = √(k/μ).

Adding the two Newton equations instead gives mẍ + MẌ = 0: the centre of mass feels no force. In the vibration it stays at rest, so mx + MX = 0 and

X = −(m/M)x.

The silicon atom moves against the light atom, with an amplitude smaller by the factor m/M. This is 0.0360 for hydrogen and 0.0720 for deuterium.

**Part (b)**

Explain why the same k may be used for both isotopes. Derive the frequency ratio r = ω_H/ω_D and evaluate it, together with the two wavenumbers.

**Answer (b)**

The spring constant is the curvature of the electronic energy as a function of bond length, calculated with the nuclei held fixed. That energy depends on the nuclear charges and positions, but the nuclear masses do not enter it. Hydrogen and deuterium have the same charge, so within this clamped-nuclei (Born-Oppenheimer) approximation they share one energy curve and one k.

The spring constant therefore cancels from the ratio:

r = √(k/μ_H) / √(k/μ_D) = √(μ_D/μ_H).

Inserting the reduced masses,

μ_D/μ_H = [m_D M/(m_D + M)] · [(m_H + M)/(m_H M)] = (m_D/m_H) · (M + m_H)/(M + m_D),

and hence

r = √(m_D/m_H) · √[(M + m_H)/(M + m_D)].

The numbers are

μ_H = 1.007825 × 27.97693 / 28.984755 u = 0.97278 u

μ_D = 2.01410 × 27.97693 / 29.99103 u = 1.87884 u

r = √(1.87884/0.97278) = √1.9314 = 1.3898.

The ratio is about 1.39. Whole-number masses 1, 2 and 28 give √(2 × 29/30) = 1.3904, so precise masses are not needed for this result.

The wavenumber for hydrogen is

√(k/μ_H)/(2πc) = 2003.2 cm⁻¹, or 0.2484 eV as a quantum ħω,

and for deuterium it is 2003.2/1.3898 cm⁻¹ = 1441.4 cm⁻¹, or 0.1787 eV.

**Part (c)**

A student argues that deuterium is twice as heavy as hydrogen, so the ratio must be √2. State what this argument assumes about the silicon atom. Explain physically why the assumption changes the ratio, and examine the limits of very large and very small M. What error does the argument make in the deuterium frequency?

**Answer (c)**

The argument assumes that the silicon atom does not move. With X = 0 the first Newton equation reads mẍ = −kx, so ω² = k/m and the ratio is √(m_D/m_H) = 1.4137. The remaining difference from √2 = 1.4142 arises because m_D is slightly less than 2m_H.

The free silicon atom recoils. Its kinetic energy is

½MẊ² = ½M(m/M)²ẋ² = (m/M) · ½mẋ².

Its share of the total kinetic energy is therefore

(m/M)/(1 + m/M) = m/(M + m),

which is 3.48 % with hydrogen and 6.72 % with deuterium.

The effect on the frequency follows from writing

ω² = k/μ = (k/m)(1 + m/M).

Recoil raises the frequency above that for a fixed silicon atom, because for a given displacement x the bond is stretched further, by x − X = x(1 + m/M), and pulls harder. The increase is larger for the heavier isotope. The deuterium frequency is raised more than the hydrogen frequency, and their ratio falls.

To see the size of the effect, put α = m_H/M = 0.0360 and β = m_D/M = 0.0720. The recoil factor in r is √[(1 + α)/(1 + β)]. Using √(1 + α) ≈ 1 + α/2 and 1/√(1 + β) ≈ 1 − β/2, and dropping products of small quantities,

√[(1 + α)/(1 + β)] ≈ 1 − (β − α)/2 = 1 − (m_D − m_H)/(2M) = 0.9820.

The full factor is 0.9831. The difference is the second-order term. Since √(1 + α) contains −α²/8, 1/√(1 + β) contains +3β²/8, and the product of the linear terms is −αβ/4, that term is

−α²/8 + 3β²/8 − αβ/4 ≈ (−1/8 + 12/8 − 4/8)α² = 7α²/8 ≈ 0.0011,

where β ≈ 2α was used. It accounts for the discrepancy.

The limits are as follows.

- For M → ∞ the recoil factor tends to 1 and r → √(m_D/m_H). The silicon atom acts as a wall.
- For M → 0 the recoil factor tends to √(m_H/m_D) and r → 1. The partner does nearly all the moving, and the isotope mass no longer matters.

Between these limits r rises steadily with M, since

(M + m_H)/(M + m_D) = 1 − (m_D − m_H)/(M + m_D)

increases with M. Silicon is heavy enough to place r near the upper limit, but not at it.

Starting from the hydrogen value, the student would predict deuterium at 2003.2/√2 cm⁻¹ = 1416.5 cm⁻¹. This is 24.9 cm⁻¹ below the harmonic two-body value, an error of 1.7 % relative to that value.

**Part (d)**

Infrared absorption measures the gap between the two lowest vibrational levels. Replace the harmonic spring by the Morse curve

V(q) = D_e(1 − e^(−aq))², with D_e = 3.5 eV (a rough value for Si-H),

keeping the curvature k at the minimum. Find the gap for each isotope, and hence the ratio of the two absorption lines.

**Answer (d)**

*Relative motion.* Let R be the centre-of-mass coordinate. Then x = R + Mq/(m + M) and X = R − mq/(m + M). In the kinetic energy ½mẋ² + ½MẊ² the terms in Ṙq̇ cancel, because their coefficients are +mM/(m + M) and −mM/(m + M). The terms in q̇² add to

½(mM² + Mm²)/(m + M)² · q̇² = ½μq̇².

The quantum problem for q is therefore that of one particle of mass μ:

−(ħ²/2μ) d²ψ/dq² + V(q)ψ = Eψ.

For a harmonic V the level spacing is ħω, so the ratio of lines would again be r.

*Parameters.* For small q, 1 − e^(−aq) ≈ aq and V ≈ D_e a²q². Comparing with ½kq² gives k = 2D_e a², hence a = 14.32 nm⁻¹.

*Dimensionless equation.* Define

λ = √(2μD_e)/(aħ), ε = 2μE/(a²ħ²), z = 2λe^(−aq).

Since dz/dq = −az, the operator (1/a)d/dq equals −θ, where θ = z d/dz. Also λ(1 − e^(−aq)) = λ − z/2. Multiplying the Schrödinger equation by −2μ/(a²ħ²) and rearranging gives

θ²ψ = [(λ − z/2)² − ε]ψ.

*Trial form.* Put ψ = z^s e^(−z/2) f(z). One application of θ gives

θψ = z^s e^(−z/2)(s − z/2 + θ)f.

Applying it again, and using θ(s − z/2) = −z/2,

θ²ψ = z^s e^(−z/2)[(s − z/2)²f − (z/2)f + 2(s − z/2)θf + θ²f].

Insert this, expand both squares and cancel z²/4:

θ²f + 2(s − z/2)θf = [λ² − s² − ε + (s + ½ − λ)z]f.

*Ground state.* For f = 1 the left side vanishes. The right side vanishes for all z if

s = λ − ½, ε₀ = λ² − (λ − ½)².

*First excited state.* Try f = b − z, for which θf = θ²f = −z. Choosing ε = λ² − s² removes the constant term, leaving

−z − 2sz + z² = (s + ½ − λ)(bz − z²).

The z² terms require s + ½ − λ = −1, so s = λ − 3/2. The z terms then require b = 2s + 1. Hence

ε₁ = λ² − (λ − 3/2)².

Both functions vanish for q → −∞, where z → ∞. For q → +∞ they behave as e^(−saq), which decays if s > 0, so the second state needs λ > 3/2. The first function has no node and the second has one, at z = 2s + 1. Bound states in one dimension are ordered by their number of nodes, so these are the two lowest.

*Gap.* The difference is

ε₁ − ε₀ = (λ − ½)² − (λ − 3/2)² = 2λ − 2,

and therefore

E₁ − E₀ = (a²ħ²/2μ)(2λ − 2) = (a²ħ²λ/μ)(1 − 1/λ).

The prefactor is a²ħ²λ/μ = ħa√(2D_e/μ) = ħ√(k/μ) = ħω. The result is

E₁ − E₀ = ħω(1 − 1/λ), with λ = 2D_e/(ħω).

For a very deep well at fixed k, λ → ∞ and the harmonic gap returns.

*Numbers.* For hydrogen λ_H = 7.0/0.2484 = 28.18. Since λ is inversely proportional to ω, λ_D = rλ_H = 39.17. The lines are

Si-H: 2003.2 × (1 − 0.03548) cm⁻¹ ≈ 1932 cm⁻¹

Si-D: 1441.4 × (1 − 0.02553) cm⁻¹ ≈ 1405 cm⁻¹.

Their ratio is

r(1 − 1/λ_H)/(1 − 1/λ_D) = 1.376.

A direct numerical solution of the Schrödinger equation, on 401 points from q = −0.08 nm to 0.20 nm, gives the same two lines.

The hydrogen level spacing is reduced by a larger fraction because its motion extends further into the softer, outer part of the curve. The line ratio is therefore below r, here by 0.014. The figure 1.39 is a ratio of harmonic frequencies; with the Morse curve the ratio of the absorption lines lies somewhat below it.

**Part (e)**

In a crystal the silicon atom is tied to its neighbours. Model this by placing the pair at the end of a chain of silicon atoms joined by springs K = 100 N/m. Estimate the shift of the harmonic frequency and say whether the free pair remains a good description. What happens if the silicon atom is instead tied very stiffly to a wall?

**Answer (e)**

For any pattern of displacements, form the quotient

Q = (sum of spring constant × stretch²)/(sum of mass × displacement²).

Expand the pattern in normal modes with amplitudes c_n, normalized so that the denominator is Σc_n². The numerator is then Σω_n²c_n², and Q is a weighted mean of the squared mode frequencies. It cannot exceed the highest of them. If the pattern is close to the highest mode, the error is of second order in the small amplitudes of the others.

Take the free-pair motion X = −(m/M)x, with all other atoms at rest. Then x − X = x(M + m)/M = xm/μ, and the denominator is

mx² + MX² = mx²(1 + m/M) = m²x²/μ.

The numerator is k(xm/μ)² + K(xm/M)². Dividing,

ω² ≈ k/μ + Kμ/M².

Taking the square root for a small second term gives the relative shift

δω/ω ≈ ½(K/k)(μ/M)².

For hydrogen this is ½ × (100/230) × (0.97278/27.97693)², or 0.53 cm⁻¹. For deuterium it is 1.41 cm⁻¹. Diagonalizing a chain of 60 silicon atoms with a free far end gives 0.54 and 1.50 cm⁻¹. The estimates lie slightly below, as expected from a quotient that cannot exceed the highest squared frequency.

The shift is larger for deuterium because the silicon atom moves more, so the ratio drops slightly, from 1.3898 to 1.3887. The free pair is a good description.

The reason is the separation of frequencies. Let Y be the displacement of the next silicon atom. At frequency ω its equation of motion is, to leading order, −Mω²Y ≈ KX, so |Y/X| ≈ K/(Mω²). The highest frequency of the long silicon chain is 2√(K/M), or 493 cm⁻¹, which gives

K/(Mω²) = [493/(2 × 1441)]² ≈ 0.03 for deuterium,

and about half of that for hydrogen. The neighbour hardly responds, and the silicon atom recoils almost as if it were free. For a mode close to or inside the lattice band, K/(Mω²) is no longer small and this argument does not apply.

A very stiff tie to a wall is the opposite case. It forces X → 0, and the mode of the light atom has ω² = k/m. With a wall spring of 10⁴k, diagonalization gives a ratio of 1.4137 for this mode, the fixed-silicon value of part (c). Being bonded to a crystal is therefore not the same as being nailed down: what matters is the stiffness of the tie compared with Mω².

**Part (f)**

Compare the model with real hydrogen in silicon. Consider the silicon isotope, a temperature of 300 K, and a hydrogen atom sitting midway between two silicon atoms.

**Answer (f)**

Si-H stretching lines in silicon lie roughly near 2000 cm⁻¹, with a spread that depends on the defect, so k is in the right range. The depth D_e and the chain spring K are rough values. K places the top of the chain band near that of real silicon, roughly 500 cm⁻¹. Of the two corrections to the free harmonic pair found in parts (d) and (e), anharmonicity is the larger: it changes the ratio by −0.014, while the chain changes it by −0.001. Bending modes, their anharmonic coupling to the stretch and the three-dimensional lattice are absent from the model, and their effect has not been estimated.

With k held fixed, replacing silicon-28 by silicon-30 lowers the harmonic Si-H frequency by 2.3 cm⁻¹ and raises r to 1.3913. A heavier partner recoils less.

At 300 K the population of the first excited level relative to the ground level, exp[−(E₁ − E₀)/(k_B T)], is about 1 × 10⁻⁴ for Si-H and 1 × 10⁻³ for Si-D. Absorption therefore starts almost entirely from the ground level, as part (d) assumed. Temperature can also shift the lines through coupling to lattice vibrations, which this model does not contain.

A hydrogen atom midway between two silicon atoms is not an isolated Si-H pair. Suppose the three atoms lie on a line with equal springs k, and both silicon atoms move together by X against the hydrogen. Then

mẍ = −2k(x − X), 2MẌ = +2k(x − X).

These are the equations of part (a) with k replaced by 2k and M by 2M. The spring constant again cancels from the ratio, and the partner is effectively twice as heavy. Since r rises with M, the harmonic ratio for this geometry lies between 1.3898 and 1.4137. Putting 2M for M in the formula of part (b) gives 1.401. Of these two harmonic models, the one with hydrogen bonded to a single silicon atom gives 1.39; a bent bridge was not considered. The two geometries differ by only 0.012, however, which is comparable with the anharmonic change found in part (d) for a rough value of D_e, so a measured line ratio alone does not settle the geometry. The numerical output below lists the main computed values for parts (a) to (e), together with the silicon-30 and temperature results.

Calculated quantities

```
INPUTS
mass of H atom: 1.00783 u
mass of D atom: 2.01410 u
mass of Si-28, Si-30: 27.97693, 29.97377 u
Si-H spring k: 230 N/m; chain spring K: 100 N/m
well depth De: 3.5 eV; temperature: 300 K
HARMONIC FREE PAIR
reduced mass Si-H: 0.97278 u
harmonic wavenumber Si-H: 2003.2 cm^-1
harmonic quantum Si-H: 0.2484 eV
Si/H amplitude ratio: -0.0360
Si share of kinetic energy, Si-H: 3.48 %
reduced mass Si-D: 1.87884 u
harmonic wavenumber Si-D: 1441.4 cm^-1
harmonic quantum Si-D: 0.1787 eV
Si/D amplitude ratio: -0.0720
Si share of kinetic energy, Si-D: 6.72 %
reduced-mass ratio mu_D/mu_H: 1.9314
frequency ratio H/D: 1.3898
ratio with masses 1, 2, 28: 1.3904
square root of two: 1.4142
sqrt(m_D/m_H), Si fixed: 1.4137
same from stiff-wall diagonalization: 1.4137
recoil factor, full: 0.9831
recoil factor, first order: 0.9820
ratio from first-order factor: 1.3882
Si-D wavenumber if sqrt(2) is used: 1416.5 cm^-1
error of that value: -24.9 cm^-1
ANHARMONICITY (MORSE)
Morse range parameter a: 14.32 nm^-1
lambda Si-H: 28.18; 1/lambda: 0.03548
0->1 line Si-H, formula: 1932.2 cm^-1
0->1 line Si-H, grid: 1932.2 cm^-1
lambda Si-D: 39.17; 1/lambda: 0.02553
0->1 line Si-D, formula: 1404.6 cm^-1
0->1 line Si-D, grid: 1404.6 cm^-1
ratio of 0->1 lines: 1.3756
change from harmonic ratio: -0.0142
SILICON CHAIN, ISOTOPE, TEMPERATURE
top of chain band: 493 cm^-1
chain shift Si-H: 0.54 cm^-1; estimate: 0.53 cm^-1
kinetic share outside Si-H pair: 8.7e-06
chain shift Si-D: 1.50 cm^-1; estimate: 1.41 cm^-1
kinetic share outside Si-D pair: 6.8e-05
ratio in chain: 1.3887
change from free-pair ratio: -0.0011
ratio with Si-30: 1.3913
Si-H shift, Si-28 to Si-30: -2.32 cm^-1
population n1/n0 of Si-H at 300 K: 9.5e-05
population n1/n0 of Si-D at 300 K: 1.2e-03
```
